# Square and triangular island arrays: elastic repulsion at equal density: a numerical check

```python
# RESULT UNDER TEST: identical islands on an isotropic elastic half-space repel as
#   W(d) = (1 - nu^2) P^2 / (pi E d^3),
# and at equal density the sum S of 1/r^3 is about 1.6 percent lower for the
# triangular array than for the square array.
# Symbols: E Young modulus, nu Poisson ratio, P force-dipole strength (energy),
# d centre distance, n areal density, S lattice sum at unit density,
# g longitudinal surface compliance (displacement = g * traction / wavenumber),
# R island radius, h0 island central height (semi-ellipsoidal islands).
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.special import erfc, jv, spherical_jn
from scipy.optimize import brentq

SQUARE = (0.0, 1.0)
TRIANGULAR = (0.5, np.sqrt(3.0) / 2.0)


def lattice_sites(shape, radius):
    """Sites of a unit-density lattice inside a circle, origin left out."""
    x, y = shape
    top = int(1.6 * radius) + 2
    i, j = np.meshgrid(np.arange(-top, top + 1), np.arange(-top, top + 1))
    px, py = (i + x * j) / np.sqrt(y), j * np.sqrt(y)
    r2 = px**2 + py**2
    keep = (r2 > 1e-12) & (r2 <= radius**2)
    return px[keep], py[keep]


def shell_term(r2):
    a = np.pi * r2
    root = np.sqrt(a)
    return (np.exp(-a) / a + np.sqrt(np.pi) * erfc(root) / (2 * a * root)
            + 2 * np.exp(-a) - 2 * np.sqrt(np.pi) * root * erfc(root))


def fast_sum(shape):
    px, py = lattice_sites(shape, 4.5)
    return 2 * np.pi * (4 / 3 + np.sum(shell_term(px**2 + py**2)))


# ---- lattice sums: fast formula against direct summation and zeta values ----
S_sq, S_tri = fast_sum(SQUARE), fast_sum(TRIANGULAR)
sites = {"sq": lattice_sites(SQUARE, 300.0), "tri": lattice_sites(TRIANGULAR, 300.0)}
dist = {key: np.hypot(*val) for key, val in sites.items()}
direct = {key: np.sum(r**-3.0) + 2 * np.pi / 300.0 for key, r in dist.items()}
assert abs(direct["sq"] - S_sq) < 2e-5
assert abs(direct["tri"] - S_tri) < 2e-5
s = mp.mpf(3) / 2
beta4 = (mp.zeta(s, mp.mpf(1) / 4) - mp.zeta(s, mp.mpf(3) / 4)) / 4**s
beta3 = (mp.zeta(s, mp.mpf(1) / 3) - mp.zeta(s, mp.mpf(2) / 3)) / 3**s
spacing_tri = np.sqrt(2 / np.sqrt(3.0))
assert abs(float(4 * mp.zeta(s) * beta4) - S_sq) < 1e-9
assert abs(float(6 * mp.zeta(s) * beta3) / spacing_tri**3 - S_tri) < 1e-9
gap = S_sq - S_tri
gap_percent = 100 * gap / S_sq
assert 1.5 < gap_percent < 1.65

# ---- other lattice shapes: none in the scan lies below the triangular one ----
scan = [fast_sum((x, y)) for x in np.linspace(0, 0.5, 21)
        for y in np.linspace(np.sqrt(1 - x * x), 2.0, 16)]
assert min(scan) > S_tri - 1e-9
rhombic = [fast_sum((x, np.sqrt(1 - x * x))) for x in np.linspace(0, 0.5, 11)]
assert np.all(np.diff(rhombic) < 0)
assert fast_sum((0.0, 1.05)) > S_sq

# ---- pair law against clusters of point forces on a half-space ----


def surface_green(dx, dy, young, poisson):
    r = np.hypot(dx, dy)
    v = np.array([dx, dy])
    return (1 + poisson) / (np.pi * young) * (
        (1 - poisson) * np.eye(2) / r + poisson * np.outer(v, v) / r**3)


arm = 0.01
directions = np.array([[1, 0], [-1, 0], [0, 1], [0, -1]], float)
for poisson in (0.1, 0.4):
    for angle in (0.0, 0.5):
        centre = np.array([np.cos(angle), np.sin(angle)])
        energy = 0.0
        for u in directions:
            for v in directions:
                sep = centre + arm * v - arm * u
                energy -= u @ surface_green(sep[0], sep[1], 1.0, poisson) @ v
        dipole = 2 * arm
        formula = (1 - poisson**2) * dipole**2 / np.pi
        assert abs(energy / formula - 1) < 5e-3  # remainder of order (arm/d)^2

# ---- finite island size: reciprocal sum against the multipole series ----
S5 = {key: np.sum(r**-5.0) for key, r in dist.items()}
S7 = {key: np.sum(r**-7.0) for key, r in dist.items()}


def full_gap(radius):
    """Square minus triangular sum for semi-ellipsoidal islands, all orders."""
    total = {}
    for key, r in dist.items():
        G = 2 * np.pi * r
        form = 3 * spherical_jn(1, G * radius) / (G * radius)
        total[key] = -2 * np.pi * np.sum(G * form**2 * np.exp(-(0.003 * G)**2))
    return total["sq"] - total["tri"]


def series_sum(key, base, radius):
    return base + 1.8 * radius**2 * S5[key] + 27 / 7 * radius**4 * S7[key]


series_gap = series_sum("sq", S_sq, 0.1) - series_sum("tri", S_tri, 0.1)
assert abs(full_gap(0.1) - series_gap) < 2e-4  # size effect itself is near 7e-3

# ---- substrate dilation under a semi-ellipsoidal island is uniform ----
k = np.arange(1, 130001) * 0.005
for r in (0.0, 0.5):
    kernel = k * spherical_jn(1, k) * jv(0, k * r) * np.exp(-(0.01 * k)**2)
    assert abs(np.sum(kernel) * 0.005 - np.pi / 2) < 2e-3

# ---- angular harmonics: k cos(m phi) becomes (m^2-1) cos(m theta)/(2 pi r^3) ----
k = np.arange(1, 33001) * 0.05
for m in (0, 4, 8, 12):
    value = np.sum(k**2 * jv(m, k) * np.exp(-(0.004 * k)**2)) * 0.05
    assert abs(value / (m * m - 1) - 1) < 5e-3  # smoothing shifts m=12 by 0.2%


# ---- surface response of a cubic (001) half-space ----
def cubic_tensor(c11, c12, c44):
    C = np.zeros((3, 3, 3, 3))
    for i in range(3):
        for j in range(3):
            C[i, i, j, j] = c11 if i == j else c12
            if i != j:
                C[i, j, i, j] = C[i, j, j, i] = c44
    return C


def contract(C, a, b):
    return np.einsum("ijkl,j,l->ik", C, a, b)


NORMAL = np.array([0.0, 0.0, 1.0])


def compliance(C, phi):
    """Decaying exponentials matched to a longitudinal surface traction."""
    m = np.array([np.cos(phi), np.sin(phi), 0.0])
    Q, Rm, T = contract(C, m, m), contract(C, m, NORMAL), contract(C, NORMAL, NORMAL)
    Ti = np.linalg.inv(T)
    companion = np.block([[np.zeros((3, 3)), np.eye(3)], [-Ti @ Q, -Ti @ (Rm + Rm.T)]])
    p, vec = np.linalg.eig(companion)
    keep = p.imag > 0
    assert keep.sum() == 3
    A, p = vec[:3, keep], p[keep]
    B = Rm.T @ A + (T @ A) * p
    return (m @ (1j * A @ np.linalg.inv(B)) @ m).real


def compliance_integral(C, phi, points=128):
    """Same quantity from an angular average, without eigenvalues."""
    m = np.array([np.cos(phi), np.sin(phi), 0.0])
    L = np.zeros((3, 3))
    for t in np.arange(points) * np.pi / points:
        a = np.cos(t) * m + np.sin(t) * NORMAL
        b = -np.sin(t) * m + np.cos(t) * NORMAL
        Rm = contract(C, a, b)
        L += contract(C, a, a) - Rm @ np.linalg.inv(contract(C, b, b)) @ Rm.T
    return m @ np.linalg.inv(L / points) @ m


c11, c12, c44 = 300.0, 95.0, 155.0  # GPa, rough values for MgO
C_mgo = cubic_tensor(c11, c12, c44)
for phi in (0.0, 0.3, np.pi / 4):
    assert abs(compliance(C_mgo, phi) / compliance_integral(C_mgo, phi) - 1) < 1e-8
mu = (c11 - c12) / 2
nu_test = c12 / (c11 + c12)
E_test = 2 * mu * (1 + nu_test)
g_test = compliance_integral(cubic_tensor(c11, c12, mu), 0.3)
assert abs(g_test * E_test / (2 * (1 - nu_test**2)) - 1) < 1e-10

ORDERS = 4 * np.arange(1, 9)
theta = {key: np.arctan2(val[1], val[0]) for key, val in sites.items()}
angular = {key: np.array([np.sum(np.cos(m * theta[key]) / dist[key]**3)
                          for m in ORDERS]) for key in sites}
turns = np.radians(np.arange(0, 91, 1.0))


def harmonics(C, samples=32):
    phi = np.arange(samples) * (np.pi / 2) / samples
    values = np.array([compliance(C, f) for f in phi])
    mean = values.mean()
    coef = np.array([2 * np.mean(values * np.cos(m * phi)) for m in ORDERS])
    return mean, (1 - ORDERS**2) * coef / mean


def best_arrays(pair, count=8):
    """Lowest sum over array rotation, for both arrays, and the square's turn."""
    out = {}
    for key, base in (("sq", S_sq), ("tri", S_tri)):
        terms = np.cos(np.outer(turns, ORDERS[:count])) @ (pair * angular[key])[:count]
        out[key] = base + terms.min()
        out[key + "_turn"] = np.degrees(turns[np.argmin(terms)])
    return out


g_mean, pair_mgo = harmonics(C_mgo)
best = best_arrays(pair_mgo)
fewer = best_arrays(pair_mgo, 6)
shift = max(abs(best[key] - fewer[key]) for key in ("sq", "tri"))
assert shift < 0.02
assert best["sq"] < best["tri"]
zener = 2 * c44 / (c11 - c12)


def order_gap(ratio):
    result = best_arrays(harmonics(cubic_tensor(c11, c12, ratio * mu))[1])
    return result["sq"] - result["tri"]


zener_cross = brentq(order_gap, 1.004, zener, xtol=1e-5)
fourfold_cross = gap / abs(angular["sq"][0])

# ---- worked example, isotropic average of MgO ----
bulk = (c11 + 2 * c12) / 3
shear_v = (c11 - c12 + 3 * c44) / 5
shear_r = 5 * (c11 - c12) * c44 / (4 * c44 + 3 * (c11 - c12))
shear = (shear_v + shear_r) / 2
E = 9 * bulk * shear / (3 * bulk + shear)
nu = (3 * bulk - 2 * shear) / (2 * (3 * bulk + shear))
g_iso = 2 * (1 - nu**2) / E
M_film, misfit, R, h0, cell, temperature = 300.0, 0.03, 8.0, 1.0, 25.0, 600.0
gpa_nm3 = 1e9 * 1e-27 / const.e  # one GPa nm^3 in eV
volume = 2 / 3 * np.pi * R**2 * h0
P = M_film * misfit * volume
W_pair = (1 - nu**2) * P**2 / (np.pi * E * cell**3) * gpa_nm3
U_sq, U_tri = W_pair * S_sq / 2, W_pair * S_tri / 2
rho = R / cell
gap_size = 100 * full_gap(rho) / series_sum("sq", S_sq, rho)
relax = M_film * g_iso * np.pi * h0 / (4 * R)
stress_factor = 1 / (1 + relax)

print(f"constant part of S, 8 pi/3: {8 * np.pi / 3:.6f}")
for name, shells in (("square", [(1, 4), (2, 4), (4, 4)]),
                     ("triangular", [(q * 2 / np.sqrt(3), 6) for q in (1, 3, 4)])):
    for r2, number in shells:
        print(f"{name} shell r^2={r2:.5f}, {number} sites, F={shell_term(r2):.3e}, "
              f"adds {2 * np.pi * number * shell_term(r2):.6f}")
print(f"S square, unit density: {S_sq:.6f}")
print(f"S triangular, unit density: {S_tri:.6f}")
print(f"direct sums, square and triangular: {direct['sq']:.5f} {direct['tri']:.5f}")
print(f"triangular lower by: {gap_percent:.3f} percent")
print(f"triangular spacing / square spacing: {spacing_tri:.5f}")
print(f"nearest neighbours only, square: {4.0:.3f}, triangular: {6 / spacing_tri**3:.3f}")
print(f"triangular sum at equal spacing: {S_tri * spacing_tri**3:.5f}")
print(f"lowest S in scan of lattice shapes: {min(scan):.6f}")
print(f"rhombic path, S at start, middle, end: {rhombic[0]:.4f} {rhombic[5]:.4f} {rhombic[-1]:.4f}")
print(f"MgO rough C11, C12, C44: {c11:.0f} {c12:.0f} {c44:.0f} GPa")
print(f"isotropic average E: {E:.1f} GPa, nu: {nu:.4f}")
print(f"island biaxial modulus: {M_film:.0f} GPa, misfit: {100 * misfit:.1f} percent")
print(f"island radius: {R:.1f} nm, height: {h0:.1f} nm, volume: {volume:.2f} nm^3")
print(f"square spacing: {cell:.2f} nm, triangular spacing: {cell * spacing_tri:.2f} nm")
print(f"island density: {1e14 / cell**2:.3e} per cm^2")
print(f"dipole strength P: {P * gpa_nm3:.1f} eV")
print(f"pair energy at {cell:.0f} nm: {W_pair:.4f} eV")
print(f"energy per island, square: {U_sq:.4f} eV, triangular: {U_tri:.4f} eV")
print(f"difference per island: {1000 * (U_sq - U_tri):.2f} meV")
print(f"thermal energy kT at {temperature:.0f} K: {1000 * const.k * temperature / const.e:.2f} meV")
print(f"finite size, pair correction 1.8 R^2/d^2: {180 * rho**2:.2f} percent")
print(f"gap with finite island size: {gap_size:.3f} percent")
print(f"relaxation parameter M g pi h0/(4R): {relax:.4f}")
print(f"island stress factor after relaxation: {stress_factor:.4f}, energy factor: {stress_factor**2:.4f}")
print(f"MgO Zener ratio: {zener:.4f}")
print(f"mean surface compliance, cubic / isotropic average: {g_mean / g_iso:.4f}")
print(f"pair-law harmonics m=4, 8, 12 over mean: {pair_mgo[0]:.4f} {pair_mgo[1]:.4f} {pair_mgo[2]:.4f}")
print(f"pair law along [100] and [110] over mean: {1 + pair_mgo.sum():.4f} "
      f"{1 + np.sum(pair_mgo * np.cos(ORDERS * np.pi / 4)):.4f}")
print(f"fourfold lattice sum, square: {angular['sq'][0]:.4f}, triangular: {abs(angular['tri'][0]):.4f}")
print(f"fourfold pair amplitude that cancels the gap: {fourfold_cross:.4f}")
print(f"MgO best sums, square: {best['sq']:.4f}, triangular: {best['tri']:.4f}")
print(f"best square row direction from [100]: {best['sq_turn']:.0f} degrees")
print(f"square lower on MgO by: {100 * (1 - best['sq'] / best['tri']):.2f} percent")
print(f"shift of sums from 6 to 8 harmonics: {shift:.2e}")
print(f"Zener ratio where the order reverses: {zener_cross:.4f}")
print("finished without a failed check")
```

It prints:

```
constant part of S, 8 pi/3: 8.377580
square shell r^2=1.00000, 4 sites, F=2.554e-02, adds 0.641844
square shell r^2=2.00000, 4 sites, F=5.643e-04, adds 0.014183
square shell r^2=4.00000, 4 sites, F=5.378e-07, adds 0.000014
triangular shell r^2=1.15470, 6 sites, F=1.366e-02, adds 0.515037
triangular shell r^2=3.46410, 6 sites, F=3.331e-06, adds 0.000126
triangular shell r^2=4.61880, 6 sites, F=6.689e-08, adds 0.000003
S square, unit density: 9.033622
S triangular, unit density: 8.892745
direct sums, square and triangular: 9.03362 8.89275
triangular lower by: 1.559 percent
triangular spacing / square spacing: 1.07457
nearest neighbours only, square: 4.000, triangular: 4.836
triangular sum at equal spacing: 11.03418
lowest S in scan of lattice shapes: 8.892745
rhombic path, S at start, middle, end: 9.0336 8.9770 8.8927
MgO rough C11, C12, C44: 300 95 155 GPa
isotropic average E: 310.7 GPa, nu: 0.1830
island biaxial modulus: 300 GPa, misfit: 3.0 percent
island radius: 8.0 nm, height: 1.0 nm, volume: 134.04 nm^3
square spacing: 25.00 nm, triangular spacing: 26.86 nm
island density: 1.600e+11 per cm^2
dipole strength P: 7529.6 eV
pair energy at 25 nm: 0.5756 eV
energy per island, square: 2.6001 eV, triangular: 2.5595 eV
difference per island: 40.55 meV
thermal energy kT at 600 K: 51.70 meV
finite size, pair correction 1.8 R^2/d^2: 18.43 percent
gap with finite island size: 2.489 percent
relaxation parameter M g pi h0/(4R): 0.1832
island stress factor after relaxation: 0.8451, energy factor: 0.7143
MgO Zener ratio: 1.5122
mean surface compliance, cubic / isotropic average: 0.9996
pair-law harmonics m=4, 8, 12 over mean: -0.7649 0.0504 -0.0051
pair law along [100] and [110] over mean: 0.2808 1.8208
fourfold lattice sum, square: 2.8648, triangular: 0.0000
fourfold pair amplitude that cancels the gap: 0.0492
MgO best sums, square: 7.1016, triangular: 8.8612
best square row direction from [100]: 0 degrees
square lower on MgO by: 19.86 percent
shift of sums from 6 to 8 harmonics: 6.41e-07
Zener ratio where the order reverses: 1.0314
finished without a failed check
```
